# Averaged Monoclinic Lattice of a Fine Stress-Free Tetragonal Twin Laminate

## Definitions and conventions

The tetragonal ferroelectric has edges $a_t<c_t$, written $a$ and $c$ below. The cubic parent has edge $a_c$, taken at the same temperature. The pseudocubic edges are $\mathbf A,\mathbf B,\mathbf C$. In variant 1 the long edge is $\mathbf A$, in variant 2 it is $\mathbf C$; $\mathbf B$ is short in both. A fraction $\omega$ of the volume is variant 1. The averaged cell has edges $a_m,b_m,c_m$, and $\beta$ is the angle between $\mathbf A$ and $\mathbf C$. Let

$$L^2=a^2+c^2,\qquad h=\frac{ac}{L},\qquad \varepsilon=\frac ca-1 .$$

The layers are flat, coherent and free of strain, the walls have no thickness, and the laminate is fine compared with the scale on which the lattice is observed. The results are

$$b_m=a_t,\qquad a_mb_mc_m\sin\beta=a_t^2c_t, \tag{1}$$

$$(a_m+c_m)^2=(a_t+c_t)^2-2a_tc_t\left[1-\cot(\beta/2)\right]. \tag{2}$$

These are exact within the assumptions. The linear rule $a_m+c_m=a_t+c_t$ is their first-order form in $\varepsilon$. For $0<\omega<1$ the true sum is smaller, by an amount of order $\varepsilon^2$.

## Why the variants must rotate

Let the columns of $M_1$ and $M_2$ be the edges of the two variants. A lattice vector with coordinates $\mathbf u$ becomes $M_1\mathbf u$ in one layer and $M_2\mathbf u$ in the other. Across a coherent wall these agree for every $\mathbf u$ in the wall, so $M_2-M_1$ annihilates a plane of coordinates and has rank one.

$\mathbf B$ is common to both variants, which leaves the $\mathbf A$–$\mathbf C$ plane. Put variant 1 along the axes $x,z$ and turn variant 2 by $\theta$ from $x$ towards $z$. The in-plane difference is

$$\begin{pmatrix} a\cos\theta-c & -c\sin\theta\\ a\sin\theta & c\cos\theta-a\end{pmatrix}.$$

It must have a null vector, so its determinant must vanish:

$$(a\cos\theta-c)(c\cos\theta-a)+ac\sin^2\theta=2ac-(a^2+c^2)\cos\theta=0 .$$

At $\theta=0$ the determinant is $-(c-a)^2$, so unrotated variants do not fit. The solutions are $\theta=\pm\phi$ with

$$\cos\phi=\frac{2ac}{L^2},\qquad \sin\phi=\frac{c^2-a^2}{L^2}.$$

For $\theta=+\phi$, the vector $\mathbf A-\mathbf C$ of variant 2 has components

$$a\cos\phi+c\sin\phi=c,\qquad a\sin\phi-c\cos\phi=-a,$$

which are those of variant 1. The wall therefore contains $\mathbf A-\mathbf C$ and $\mathbf B$; it is a (101) plane. The root $-\phi$ gives the mirror-related wall, which contains $\mathbf A+\mathbf C$.

## The average

Let $\mathbf t$ be the unit vector along $\mathbf A-\mathbf C$, which has length $L$, and $\mathbf n$ the wall normal. Within variant 1, $\mathbf A$ and $\mathbf C$ are perpendicular, so $\mathbf A\cdot(\mathbf A-\mathbf C)=c^2$ and the component of $\mathbf A$ along $\mathbf t$ is $c^2/L$. Its normal component is $\sqrt{c^2-c^4/L^2}=ac/L=h$. Subtracting $L\mathbf t$ gives $\mathbf C$. The same steps for variant 2 start from $\mathbf A\cdot(\mathbf A-\mathbf C)=a^2$. In components $(t,n)$:

- variant 1: $\mathbf A_1=(c^2/L,\,h)$, $\mathbf C_1=(-a^2/L,\,h)$;
- variant 2: $\mathbf A_2=(a^2/L,\,h)$, $\mathbf C_2=(-c^2/L,\,h)$.

The variants differ by a simple shear parallel to the wall. Each keeps its tetragonal lengths and right angles, so neither is stressed.

Every step $\mathbf A$ or $\mathbf C$ rises by the same height $h$. In a long walk of $N$ such steps, $\omega N$ lie in variant 1 and $(1-\omega)N$ in variant 2. The macroscopic edge, which is the total displacement divided by $N$, is thus the volume-weighted mean. With

$$p=\omega c^2+(1-\omega)a^2,\qquad q=\omega a^2+(1-\omega)c^2,\qquad p+q=L^2,$$

the averaged edges are

$$\mathbf A=\left(\frac pL,\,h\right),\qquad \mathbf C=\left(-\frac qL,\,h\right), \tag{3}$$

with $\mathbf B$ unchanged. This proves $b_m=a_t$. The lengths are

$$a_m=\frac{\sqrt{p^2+a^2c^2}}{L},\qquad c_m=\frac{\sqrt{q^2+a^2c^2}}{L}. \tag{4}$$

For the angle, expand the product $pq$ and use $\omega^2+(1-\omega)^2=1-2\omega(1-\omega)$:

$$pq=\omega(1-\omega)(a^4+c^4)+[\omega^2+(1-\omega)^2]a^2c^2=a^2c^2+\omega(1-\omega)(c^2-a^2)^2 .$$

Hence

$$\mathbf A\cdot\mathbf C=-\frac{pq}{L^2}+h^2=-g,\qquad g=\omega(1-\omega)\frac{(c^2-a^2)^2}{L^2}. \tag{5}$$

The area spanned by the two edges is $(p/L)h+(q/L)h=Lh=ac$. Multiplying by $b_m=a$ gives the volume relation in (1). Dividing $-a_mc_m\cos\beta=g$ by $a_mc_m\sin\beta=ac$ gives

$$\tan(\beta-90^\circ)=\frac{g}{ac}. \tag{6}$$

For $0<\omega<1$ the angle is obtuse, and its excess over $90^\circ$ is of second order in $\varepsilon$.

## The sum rule and its error

The shared vector keeps its length, so

$$a_m^2+c_m^2-2a_mc_m\cos\beta=L^2 . \tag{7}$$

Add $2a_mc_m(1+\cos\beta)$ to both sides and insert $a_mc_m=ac/\sin\beta$:

$$(a_m+c_m)^2=L^2+2ac\,\frac{1+\cos\beta}{\sin\beta}=L^2+2ac\cot(\beta/2).$$

Since $L^2=(a+c)^2-2ac$, this is (2).

Let $\delta=\beta-90^\circ$ in radians and $\Delta=(a+c)-(a_m+c_m)$. For small $\delta$, $\cot(\beta/2)\approx1-\delta$ and $\delta\approx g/(ac)$. The left side of $(a+c)^2-(a_m+c_m)^2=2ac[1-\cot(\beta/2)]$ is $2(a+c)\Delta-\Delta^2$. To leading order $2(a+c)\Delta=2g$, so

$$\Delta\approx\omega(1-\omega)\frac{(c-a)^2(a+c)}{a^2+c^2}. \tag{8}$$

The origin of the deficit is the twin rotation. The vectors $\mathbf A_1$ and $\mathbf A_2$ enclose the angle $\phi$, so their weighted sum is shorter than the weighted sum of their lengths:

$$a_m^2=[\omega c+(1-\omega)a]^2-2\omega(1-\omega)ac(1-\cos\phi),\qquad 1-\cos\phi=\frac{(c-a)^2}{L^2}.$$

Averaging unrotated variants would give the edges $\omega c+(1-\omega)a$ and $\omega a+(1-\omega)c$, whose sum is $a+c$ without error. Those layers do not fit together, and their averaged volume is too large by the relative amount $\omega(1-\omega)(c-a)^2/(ac)$.

The linear rule is weak evidence for a laminate. Suppose any monoclinic cell has $b_m=a_t$, the tetragonal volume, and an angle whose departure from $90^\circ$ is small enough that $\sin\beta$ may be set to 1. Then $a_mc_m=ac$. Writing each edge as $a$ plus a small difference and keeping first order gives $a_m+c_m=a+c$, with no reference to layers. The specific content is $b_m=a_t$ together with the link between $\omega$, the edges and the angle.

## Stress-free contact with the cubic parent

So far $\omega$ is free. It is fixed if the laminate must meet the cubic parent on a plane without average misfit. The mean deformation from the parent is $F=M/a_c$, where $M$ has the averaged edges as columns. Let $\lambda_1\le\lambda_2\le\lambda_3$ be the eigenvalues of $F^TF$, the squared principal stretches.

An undistorted plane requires $\lambda_2=1$. Such a plane meets the span of the upper two eigenvectors in at least a line. Squared lengths on that line are multiplied by at least $\lambda_2$, yet they are unchanged, so $\lambda_2\le1$. The span of the lower two eigenvectors gives $\lambda_2\ge1$ in the same way.

For $a<a_c$, the stretch along $\mathbf B$ is $a/a_c<1$. The unit eigenvalue must then belong to the $\mathbf A$–$\mathbf C$ plane. The product of the two in-plane eigenvalues is $(ac)^2/a_c^4$, so the other one is $a^2c^2/a_c^4$, and it must exceed 1. The trace of the in-plane block, multiplied by $a_c^2$, reads

$$a_m^2+c_m^2=a_c^2+\frac{a^2c^2}{a_c^2}.$$

By (7) and (5) the left side is $L^2-2g$. Therefore

$$2g=a^2+c^2-a_c^2-\frac{a^2c^2}{a_c^2}=\frac{(a_c^2-a^2)(c^2-a_c^2)}{a_c^2},$$

$$\omega(1-\omega)=X=\frac{(a_c^2-a^2)(c^2-a_c^2)(a^2+c^2)}{2a_c^2(c^2-a^2)^2}. \tag{9}$$

The two roots exchange the roles of $\mathbf A$ and $\mathbf C$. The choice here is $\omega=\tfrac12(1+\sqrt{1-4X})$, for which $a_m>c_m$.

A real root needs $X\le1/4$. At $\omega=1/2$ the in-plane principal directions are $\mathbf A\mp\mathbf C$, with squared lengths $L^2$ and $4h^2$. The smaller eigenvalue times $a_c^2$ is then $2h^2$, which must equal $a_c^2$. Since $2g$ grows with $a_c$ as long as $a_c^2<ac$, solutions exist for

$$a<a_c\le\sqrt2\,h .$$

This is slightly stricter than $a_c^2<ac$, because $2h^2=2a^2c^2/L^2<ac$. Outside this window the laminate has no stress-free habit plane of this kind, although (1)–(8) still describe its average.

The in-plane eigenvalue condition can also be written $(a_m^2-a_c^2)(c_m^2-a_c^2)=g^2$, so

$$c_m^2-a_c^2=\frac{g^2}{a_m^2-a_c^2}. \tag{10}$$

For $\omega$ away from $1/2$, and strains scaled down together, the numerator is of fourth order and the denominator of first. Thus $c_m$ differs from $a_c$ only by a term of third order, and from (8) $a_m$ differs from $a_t+c_t-a_c$ only by a term of second order. Near $\omega=1/2$ the denominator becomes small and this ordering fails.

The habit normal in parent coordinates is

$$\mathbf m\propto\sqrt{\lambda_3-1}\,\mathbf e_3\pm\sqrt{1-\lambda_1}\,\mathbf e_1,$$

where $\mathbf e_i$ are the eigenvectors and $\mathbf e_1$ lies along $\mathbf B$. The plane contains $\mathbf e_2$, which is unstretched, and $\sqrt{1-\lambda_1}\,\mathbf e_3\mp\sqrt{\lambda_3-1}\,\mathbf e_1$. The squared length of the latter changes by $(1-\lambda_1)(\lambda_3-1)+(\lambda_3-1)(\lambda_1-1)=0$. The two vectors also stay perpendicular, so the whole plane is undistorted.

## Mean polarization

Each variant carries $P_s$ along its long edge. The unit vectors are $\mathbf A_1/c=(c/L,a/L)$ and $\mathbf C_2/c=(-c/L,a/L)$. Their normal components agree, so this head-to-tail order leaves no bound charge on the walls. The mean is

$$\mathbf P=P_s\left((2\omega-1)\frac cL,\ \frac aL\right),\qquad |\mathbf P|=P_s\sqrt{1-4\omega(1-\omega)\frac{c^2}{L^2}} . \tag{11}$$

It lies in the plane normal to $\mathbf B$, the monoclinic mirror plane. As $\omega$ falls from 1 to 0, $\mathbf P$ turns from $\mathbf A$ to $\mathbf C$. The end points are tetragonal. At $\omega=1/2$, $a_m=c_m$, the vectors $\mathbf A\pm\mathbf C$ are perpendicular, and the averaged cell is orthorhombic. Reversing one variant would put a bound charge $2P_sa/L$ on each wall.

## When diffraction sees the average

Consider the reflection of order $H$ with $\mathbf K\cdot\mathbf A=2\pi H$ and $\mathbf K\cdot\mathbf C=0$. Then $\mathbf K\cdot(\mathbf A-\mathbf C)=2\pi H$, so both variants and the average share $K_t=2\pi H/L$. The normal component follows from $K_nh=2\pi H-K_tA_t$, where $A_t$ is the component of $\mathbf A$ along $\mathbf t$. The variants are therefore split by

$$|\Delta K_n|=\frac{2\pi H}{L}\,\frac{c^2-a^2}{Lh}=\frac{2\pi H(c^2-a^2)}{acL}.$$

Because $A_t$ is averaged linearly, the mean reflection lies a fraction $1-\omega$ of the way from variant 1 to variant 2. A laminate of period $\Lambda$ has satellites spaced by $2\pi/\Lambda$. This spacing equals the splitting at

$$\Lambda_\times=\frac{acL}{H(c^2-a^2)} . \tag{12}$$

Well below $\Lambda_\times$ one main peak at the average is expected; well above it, the variant peaks. $\Lambda_\times$ sets the scale, not the point of changeover. Relative to the mean lattice, the phase rises linearly by $2u$ across one layer and falls back across the next, with $u=\pi\omega(1-\omega)\Lambda/\Lambda_\times$, so the mean reflection has relative amplitude $\sin u/u$. A satellite overtakes it only near $2.3\Lambda_\times$ for $\omega=1/2$, $2.5\Lambda_\times$ for $\omega=2/3$ and $5.7\Lambda_\times$ for $\omega=0.9$. Higher orders cross over at shorter periods. For a general reflection with $\mathbf K\cdot\mathbf C=2\pi H'$, the same steps give (12) with $H$ replaced by $|H-H'|$; if $H=H'$ the variants are not split.

This was tested by summing the scattering from explicit lattice rows with the example's edges below, $H=2$ and $\omega=2/3$. With 4 and 2 rows per layer (period 1.71 nm) the main peak lay at 0.333 of the splitting, as $1-\omega$ requires. With 400 and 200 rows (170.8 nm) it lay at $-0.002$, close to variant 1, and the intensity at the mean position was 1.4% of the maximum.

## Worked example

Take $a_t=0.4000$ nm, $c_t=0.4050$ nm, $a_c=0.4016$ nm and $P_s=40$ µC/cm². Then $\varepsilon=0.0125$, $L=0.56923$ nm, $h=0.28459$ nm and $\phi=0.712^\circ$. The existence window is satisfied, since $\sqrt2\,h=0.4025$ nm exceeds $a_c$.

Equation (9) gives

$$X=\frac{(0.0012826)(0.0027424)(0.324025)}{2(0.1612826)(0.004025)^2}=0.2181,\qquad \omega=0.6786 .$$

The linear estimate $(c_t-a_c)/(c_t-a_t)$ is 0.6800. The averaged cell is

- $a_m=0.403386$ nm, $b_m=0.400000$ nm, $c_m=0.401600$ nm;
- $\beta-90^\circ=0.0039^\circ$.

More digits are kept than the rough inputs deserve, to expose the deficit: $a_m+c_m$ is below 0.8050 nm by $1.355\times10^{-5}$ nm, which (8) reproduces to the digits shown. The difference $c_m-a_c$ is $1.0\times10^{-7}$ nm. In a separate test, halving the strains reduced this difference by a factor 8.04, as third order requires.

The principal stretches are 0.99602, 1.00000 and 1.00445. The habit normal has components of size 0.727, 0.687 and 0.006 on the parent axes $\mathbf A,\mathbf B,\mathbf C$, so it is close to a $\{110\}$ normal. The mean polarization is 29.9 µC/cm², at $25.2^\circ$ from $\mathbf A$.

With $a_t$ and $c_t$ held fixed, changing $\omega$ from 0.25 to 0.50 moves $a_m$ from 0.40124 to 0.40249 nm, while the sum changes from 0.804988 to 0.804984 nm. The sum is thus a poor measure of $\omega$, and the separate edges are a good one. At the much larger ratio $c/a=1.2$ and $\omega=1/2$, the sum is 0.9959 of $a_t+c_t$ and $\beta-90^\circ=0.95^\circ$.

## Neglected effects and real materials

The layer period follows from a balance between wall energy $\sigma$ and the elastic fringe at the habit plane. For laminate thickness $D$ and shear modulus $\mu$, the energy per habit area is roughly $\sigma D/\Lambda+\mu\varepsilon^2\Lambda$, with factors of order one dropped. Setting its derivative to zero gives $\Lambda\approx\sqrt{\sigma D/(\mu\varepsilon^2)}$. For $D=100$ nm and a rough $\mu=50$ GPa, $\Lambda$ is 3.6 nm at $\sigma=1$ mJ/m² and 11.3 nm at 10 mJ/m². Because factors of order one were dropped, these values give only the size of the period. The modulus that matters is that of the shear exchanging the variants, $(C_{11}-C_{12})/2$. Near a morphotropic boundary it can be several times smaller than 50 GPa, and the period grows as $\mu^{-1/2}$. The 11.3 nm period is comparable with $\Lambda_\times=11.5$ nm for $H=2$. There the mean reflection keeps about 85% of the full intensity and the strongest satellite reaches about 9% of the mean peak. At three times that period a satellite dominates. With walls 1 nm wide and two per period, walls fill 0.56 and 0.18 of the volume in the two cases. Sharp walls are therefore a poor assumption precisely where the laminate is finest.

For flat coherent walls whose structure varies only along $\mathbf n$, $\mathbf B$ and $\mathbf A-\mathbf C$ are the same in every layer, but they need not keep the lengths $a$ and $L$. In a force-free laminate with uniform elastic moduli they take the volume average of the local stress-free values, so walls of finite width strain the layers, and $b_m=a_t$ and (7) hold only as the wall fraction goes to zero. For example, if the normal polarization stays fixed while the tangential part passes through zero, $|\mathbf P|^2$ halves at the wall centre. With strain quadratic in $\mathbf P$, the local stress-free $\mathbf B$ edge there lies midway between $a_t$ and $a_c$, and at wall fraction 0.18, $b_m$ rises by about $0.18\,(a_c-a_t)/2=1.4\times10^{-4}$ nm. The row height may also change. Rough estimates of the resulting shift of $a_m+c_m$, and of two other shifts, are

- wall dilation of $10^{-3}$ at the 11.3 nm period: $7\times10^{-5}$ nm;
- thermal expansion of $10^{-5}$/K over 10 K: $8\times10^{-5}$ nm;
- piezoelectric strain of 200 pm/V at 0.01 MV/cm, applied to both edges with one sign and at fixed $\omega$: $1.6\times10^{-4}$ nm. Such a field can exceed the coercive field of PMN-PT, and would then change $\omega$ as well.

Each exceeds the deficit $1.4\times10^{-5}$ nm. At this tetragonality the linear sum rule is adequate for data, and its geometric correction would be hard to isolate. An error of 0.01 in $\omega$ costs a misfit stress of the order of $2\mu(0.01\varepsilon)=12.5$ MPa for the rough $\mu=50$ GPa. Charged walls would carry 56 µC/cm², with a field step of 0.63 MV/cm at relative permittivity 1000, which supports the head-to-tail choice unless free charge compensates them. The habit plane is a separate matter: the mean polarization has a component of about 19.5 µC/cm² along its normal, which ends at the nonpolar parent. Contact without average misfit is therefore not contact without charge. Unless free charge or domains of opposite polarization compensate this charge, it sets up a depolarizing field. None of these energies is included here.

The edges, tetragonality and polarization are rough values in the regime of lead-based relaxor ferroelectrics such as PMN-PT near the morphotropic boundary. There $a_c$ must be extrapolated from the cubic phase, and $\omega$ inherits that uncertainty. Monoclinic angles in such materials depart from $90^\circ$ by roughly $0.1^\circ$, some 25 times the model value. No choice of $\omega$ removes this gap: (6) is largest at $\omega=1/2$, where $\beta-90^\circ\approx\varepsilon^2/2$ radians, and $0.1^\circ$ would need $\varepsilon\approx0.06$. Strained layers, sheared walls or a truly monoclinic local structure could supply the difference; which of them does so is not decided here. Until that is settled, (4) is only an estimate of the edges of such a crystal, and (6) does not predict its angle.

## Implementation

1. Compute $X$ from (9). Stop if $a_c\le a$ or $a_c>\sqrt2\,h$. Otherwise take $\omega=\tfrac12(1+\sqrt{1-4X})$. If $\omega$ is set by other means, skip this step.
2. Evaluate $p,q$, then (4) for the edges and (6) for the angle. The tangent form gives the small angle $\beta-90^\circ$ directly, without subtracting $90^\circ$ from a nearly equal number.
3. For the deficit, avoid subtracting nearly equal sums. With $\tau=\tan(\delta/2)$, $1-\cot(\beta/2)=2\tau/(1+\tau)$, and (2) becomes
$$\Delta=\frac{4ac\,\tau}{(1+\tau)(a+c+a_m+c_m)} .$$
4. Before fitting a single averaged cell, compare the laminate period with (12) for each reflection, with $|H-H'|$ in place of $H$.

The remaining values are in the numerical output.

## Table of computed values

```
input a_t, c_t, a_c: 0.4000, 0.4050, 0.4016 nm
input P_s: 40.0 uC/cm2
tetragonal strain c_t/a_t - 1: 0.0125
twin rotation phi: 0.7117 deg
shared diagonal L: 0.569232 nm
row height h: 0.284594 nm
fraction w from habit plane: 0.67862
fraction w, linear rule: 0.68000
a_m: 0.4033864 nm
b_m: 0.4000000 nm
c_m: 0.4016001 nm
beta - 90 deg: 0.00386 deg
a_m + c_m: 0.8049865 nm
a_t + c_t: 0.8050000 nm
deficit of the sum: 1.355e-05 nm
deficit, second-order form: 1.355e-05 nm
linear a_m = a_t + c_t - a_c: 0.4034000 nm
c_m - a_c: 1.03e-07 nm
c_m - a_c ratio on halving strain: 8.04
unrotated average, relative volume error: 3.37e-05
w=0.25: a_m 0.401244 nm, c_m 0.403744 nm, sum 0.804988 nm
w=0.50: a_m 0.402492 nm, c_m 0.402492 nm, sum 0.804984 nm
w=0.75: a_m 0.403744 nm, c_m 0.401244 nm, sum 0.804988 nm
c/a=1.2, w=0.5: (a_m+c_m)/(a_t+c_t) = 0.99593
c/a=1.2, w=0.5: beta - 90 deg = 0.947 deg
principal stretches: 0.996016, 1.000000, 1.004448
habit normal, sizes on A,B,C: 0.7270, 0.6866, 0.0055
mean polarization: 29.89 uC/cm2
angle of mean polarization from A: 25.24 deg
fine stack period (6 rows): 1.71 nm
fine stack peak place (0 var.1, 1 var.2): 0.333
coarse stack period (600 rows): 170.8 nm
coarse stack peak place: -0.002
coarse stack, intensity at mean / max: 0.014
crossover period, order 2: 11.46 nm
rough shear modulus: 50 GPa
laminate thickness: 100 nm; wall width: 1 nm
period for wall energy 1 mJ/m2: 3.6 nm
period for wall energy 10 mJ/m2: 11.3 nm
wall volume part, 1 mJ/m2: 0.56
wall volume part, 10 mJ/m2: 0.18
sum change, wall dilation 1e-03: 7.1e-05 nm
sum change, 10 K at 1e-05/K: 8.1e-05 nm
sum change, 200 pm/V at 0.01 MV/cm: 1.6e-04 nm
stress if w is wrong by 0.01: 12.5 MPa
charged wall, bound charge: 56.2 uC/cm2
charged wall, field step at permittivity 1000: 0.63 MV/cm
```
